Exciton energy of a strongly confining spherical quantum dot

## I. Confinement, first-order attraction and mean distance

Take a semiconductor sphere of radius 20 Å with a band gap of 1.50 eV, a relative permittivity of 10, an electron mass of 0.10 and a hole mass of 0.30 free-electron masses. In the bulk of this model material an electron and a hole bind with an energy of 0.0102 eV. In the sphere their attraction lowers the pair energy by about 0.129 eV at first order, more than twelve times as much. The next correction, from the way the two particles adjust to each other, is only about 0.003 eV. Why is the first number so much larger than the bulk binding energy, and the second so much smaller?

The answer is an expansion in the ratio of the dot radius to the exciton radius. To derive it we need a definite model. The electron and the hole each have a single parabolic band, with masses m_e and m_h. The walls at radius R are infinitely high. The permittivity ε = ε_r ε_0 is the same inside and outside, so no polarization charge forms on the surface. Electron-hole exchange is left out, and the effective masses are used at every energy that occurs. For a real dot this requires R to be large compared with the lattice spacing and the confinement energies to be small compared with the gap. The 20 Å example does not meet the second requirement, so it illustrates the model and not a real dot.

The algebra is in atomic units: ħ, the free-electron mass, the elementary charge and 4πε_0 all equal 1. The Coulomb energy e²/(4πεr) then becomes 1/(ε_r r). With r_e and r_h the distances of electron and hole from the centre, and r the distance between the two particles, the Hamiltonian is

H = E_g − ∇_e²/(2m_e) − ∇_h²/(2m_h) − 1/(ε_r r).   (1)

The wave function vanishes when either particle reaches the wall. This condition refers to each particle separately, so the centre-of-mass and relative motions do not separate as they do in the bulk.

The bulk problem supplies the natural units. Let μ be the reduced mass, 1/μ = 1/m_e + 1/m_h. The relative function exp(−r/a_B) gives, under −∇²/(2μ) − 1/(ε_r r), the factor

−1/(2μa_B²) + 1/(μa_B r) − 1/(ε_r r).

The terms in 1/r cancel if a_B = ε_r/μ, and the constant that is left is the bound-state energy −Ry*. Hence

a_B = ε_r/μ,   Ry* = 1/(2μa_B²) = μ/(2ε_r²).   (2)

Now measure lengths in units of R. Each Laplacian acquires a factor 1/R², and 1/r acquires 1/R. With the mass shares w_e = μ/m_e and w_h = μ/m_h, which add up to 1, and with λ = R/a_B = μR/ε_r, equation (1) becomes

H − E_g = [1/(μR²)] [−½w_e∇_e² − ½w_h∇_h² − λ/r],   (3)

where the quantities in the second bracket are dimensionless. The attraction appears there with the single small parameter λ. For fixed mass shares, the contribution of order n in the attraction therefore has the form

E_n = c_n λⁿ/(μR²).   (4)

Since λ is proportional to R, the zeroth order falls as 1/R², the first as 1/R, the second does not depend on R, and the third grows as R. The second-order term is naturally measured in Ry*, because (2) gives Ry* = λ²/(2μR²). What remains is to find the numbers.

**The pair without attraction.** For one particle of mass m in a state of zero angular momentum, write φ = u/r_1, where r_1 is its distance from the centre. The radial Laplacian of u/r_1 is u″/r_1, so

−u″/(2m) = E u,   u(0) = u(R) = 0.   (5)

The condition at the origin keeps φ finite, and the condition at R is the wall. The lowest solution is u ∝ sin(πr_1/R), with energy π²/(2mR²). States of higher angular momentum have an additional positive centrifugal energy and lie higher. The normalization requires 4π∫φ²r_1² dr_1 = 1. Because the integral of sin²(πr_1/R) from 0 to R is R/2, we obtain

φ(r_1) = sin(πr_1/R)/[√(2πR) r_1].   (6)

The uncorrelated pair state is Φ = φ(r_e)φ(r_h). Its energy above the gap is the sum of the two confinement energies:

E_0 = π²/(2m_eR²) + π²/(2m_hR²) = π²/(2μR²).   (7)

Both particles have the same φ, whatever their masses, because the mass in (5) affects the energy and not the shape. This is why the first-order Coulomb energy will contain no mass.

**Averages over the pair state.** First-order perturbation theory needs the average of 1/r over Φ². The correlation energy will also need the average of r. Angle brackets denote averages over Φ² throughout. Define

A = R⟨1/r⟩,   B = ⟨r⟩/R.   (8)

Let x and y be the distances of electron and hole from the centre in units of R. From (6), the probability density of either one is

p(x) = 2 sin²(πx) = 1 − cos kx,   k = 2π.   (9)

The two directions are independent and isotropic, so we first average over the angle γ between them at fixed x and y. The scaled distance s = r/R obeys s² = x² + y² − 2xy cos γ. At fixed x and y this gives s ds = −xy d(cos γ). The average of a function f(s) over cos γ, which is uniformly distributed between −1 and 1, is therefore

f_av = [1/(2xy)] ∫ f(s) s ds,   s from |x − y| to x + y.   (10)

Call the larger of the two radii g and the smaller q. For f = 1/s the integral is (g + q) − (g − q) = 2q. Division by 2gq gives

(1/s)_av = 1/g.   (11)

This is the familiar result that a spherical shell acts on an outside charge as if its own charge were at the centre. For f = s the integral is [(g + q)³ − (g − q)³]/3 = (6g²q + 2q³)/3. Division by 2gq gives

(s)_av = g + q²/(3g).   (12)

The radial averages then need the probability that a particle is inside radius x, and the second moment of that inner part:

P(x) = ∫₀ˣ p(y) dy = x − sin(kx)/k,   (13)

Q(x) = ∫₀ˣ y²p(y) dy
= x³/3 − x² sin(kx)/k − 2x cos(kx)/k² + 2 sin(kx)/k³.   (14)

The last three terms of (14) come from integrating −y² cos(ky) by parts twice. Differentiating them returns −x² cos(kx), since the other terms cancel in pairs, and they vanish together at x = 0.

**The first-order coefficient.** The electron may be the outer particle or the hole may be. The two cases contribute equally because both have the density p. With the outer particle at x, equation (11) gives

A = 2∫₀¹ p(x)P(x)/x dx
= 2∫₀¹ (1 − cos kx)[1 − sin(kx)/(kx)] dx.   (15)

The integral of 1 − cos kx over a full period is 1. In the remaining part we use sin kx cos kx = ½ sin 2kx, which gives

A = 2 − (2/k)∫₀¹ [sin kx − ½ sin 2kx]/x dx.   (16)

The sine integral is Si(b) = ∫₀ᵇ (sin t)/t dt. Substituting t = kx in the first term and t = 2kx in the second gives Si(k) and ½Si(2k). We collect them in one number,

S = Si(2π) − ½Si(4π) = 0.672071,   (17)

and, since 2/k = 1/π, we find

A = 2 − S/π = 1.786073.   (18)

The first-order energy is −⟨1/r⟩/ε_r = −A/(ε_r R), or −1.786 e²/(4πεR) with the units restored. Within the stated model this coefficient is the complete first-order term. Since g cannot exceed 1, (11) shows that A must exceed 1. How far it does so measures the concentration of the two clouds. If both were spread uniformly through the sphere, we would have p = 3x² and P = x³, and the same integral would give 2∫₀¹ 3x⁴ dx = 6/5. The ground-state clouds avoid the wall and gather nearer the centre, which raises the coefficient to 1.786.

The opening comparison can now be understood. The ratio of the first-order attraction to the bulk binding energy is

[A/(ε_r R)]/Ry* = 2A a_B/R = 2A/λ.   (19)

In the bulk the pair has to pay kinetic energy to come close together, and the balance sets the distance a_B. In a small dot the walls have already forced the particles to a distance of order R. Their confinement energy pays for this closeness, and the attraction is collected at the short distance.

**The mean distance.** For B the same division into outer and inner particle, now with (12), gives

B = 2∫₀¹ p(x)[xP(x) + Q(x)/(3x)] dx = 2I_1 + (2/3)I_2,   (20)

where I_1 = ∫pxP dx and I_2 = ∫(pQ/x) dx, both from 0 to 1. We need a few elementary integrals over the same range. At k = 2π we have sin k = sin 2k = 0 and cos k = cos 2k = 1, so integration by parts yields

∫x² cos kx dx = 2/k²,
∫x sin kx dx = −1/k,
∫x sin kx cos kx dx = ½∫x sin 2kx dx = −1/(4k),
∫cos kx dx = 0,   ∫cos² kx dx = ½.   (21)

In the first integral, xP = x² − x sin(kx)/k. Multiplication by 1 − cos kx produces four terms:

I_1 = 1/3 − 2/k² + 1/k² − 1/(4k²) = 1/3 − 5/(4k²).   (22)

They come, in order, from x², from −x² cos kx, from −x sin(kx)/k and from +x sin(kx)cos(kx)/k.

In the second integral, (14) gives

Q/x = x²/3 − x sin(kx)/k − 2cos(kx)/k² + 2 sin(kx)/(k³x).

After multiplication by 1 − cos kx, these four terms integrate to

x²/3:   1/9 − 2/(3k²),
−x sin(kx)/k:   1/k² − 1/(4k²) = 3/(4k²),
−2cos(kx)/k²:   (2/k²)(½) = 1/k²,
2 sin(kx)/(k³x):   2S/k³.   (23)

The last line is the integral already met in (16). The coefficients of 1/k² add up to −2/3 + 3/4 + 1 = 13/12, so

I_2 = 1/9 + 13/(12k²) + 2S/k³.   (24)

Insert (22) and (24) in (20). The constants give 2/3 + 2/27 = 20/27. The terms in 1/k² give −5/2 + 13/18 = −16/9, and the last term becomes 4S/(3k³). With k² = 4π² and k³ = 8π³,

B = 20/27 − 4/(9π²) + S/(6π³) = 0.699322.   (25)

The mean distance between the uncorrelated particles is thus about 0.70 R. A pair at exactly this distance would have an attraction of 1/(0.70 ε_r R), which is less than the first-order result. The difference arises because 1/r gives extra weight to close pairs. The Cauchy–Schwarz inequality makes the statement general:

1 = ⟨√r · 1/√r⟩² ≤ ⟨r⟩⟨1/r⟩ = AB.   (26)

Equality would require a distance that does not fluctuate. From (18) and (25) the excess is

AB − 1 = 0.249040.   (27)

This number measures the spread of distances in the uncorrelated pair. Such a spread is what the attraction can exploit, by making near configurations more likely and distant ones less likely.

## II. Correlation energy, its mass dependence and a worked dot

The following results are carried over from the first half. The dot has radius R, the pair has reduced mass μ, and atomic units are used. The exciton units are a_B = ε_r/μ and Ry* = μ/(2ε_r²), the coupling is λ = R/a_B, and the mass shares are w_e = μ/m_e and w_h = μ/m_h. The uncorrelated state Φ has confinement energy E_0 = π²/(2μR²). In this state R⟨1/r⟩ = A = 1.786073 and ⟨r⟩/R = B = 0.699322, where r is the electron-hole distance, so that AB − 1 = 0.249040.

**Energy of a correlated state.** Write a trial state as ΦF, where F is a real function of the two positions. For the electron, the kinetic energy involves the integral of |∇_e(ΦF)|². Expanding the square gives

|∇_e(ΦF)|² = F²|∇_eΦ|² + 2ΦF ∇_eΦ·∇_eF + Φ²|∇_eF|².   (28)

The first two terms together equal ∇_eΦ·∇_e(ΦF²), as the product rule shows. Integrate this by parts. The surface term vanishes because Φ is zero at the wall, and −∇_e²Φ = (π/R)²Φ, so the result is (π/R)²∫Φ²F². The same holds for the hole. After division by 2m_e and 2m_h, these parts add up to E_0⟨F²⟩. The energy above the gap is therefore

E − E_g = E_0 + {½⟨|∇_eF|²/m_e + |∇_hF|²/m_h⟩ − ⟨F²/r⟩/ε_r}/⟨F²⟩.   (29)

The large confinement energy has been separated out, and what remains is the cost of correlation against its gain. If F depends on r alone, then ∇_eF and ∇_hF are opposite vectors of length |F′|. Their kinetic terms combine to

½(1/m_e + 1/m_h)⟨F′²⟩ = ⟨F′²⟩/(2μ).   (30)

The individual masses have dropped out. This follows from the restriction to F(r), and a more general F will bring them back.

**One correlation parameter.** Choose F = exp(−ar), which favours close pairs when a is positive. Then F′² = a²F², and (29) becomes

E − E_g = E_0 + a²/(2μ) − N(a)/ε_r,
N(a) = ⟨exp(−2ar)/r⟩/⟨exp(−2ar)⟩.   (31)

For weak coupling a will be of order 1/a_B, so aR is of order λ. Expanding the exponentials to first order gives

N(a) = (A/R − 2a)/(1 − 2aBR) + …
= (A/R − 2a)(1 + 2aBR) + …
= A/R + 2a(AB − 1) + … .   (32)

The first omitted term of N is of order a²R. In the energy it is of order R/(ε_r a_B²) = λ³/(μR²), which is third order by (4). To second order, then,

E − E_g = E_0 − A/(ε_r R) + a²/(2μ) − 2a(AB − 1)/ε_r.   (33)

The derivative with respect to a vanishes when a/μ = 2(AB − 1)/ε_r. Hence

a = 2(AB − 1)/a_B = 0.498/a_B,   (34)

which agrees with the assumed order of magnitude. At this minimum the linear term is −a²/μ, twice the kinetic cost and opposite in sign. The net change is

−a²/(2μ) = −2(AB − 1)²μ/ε_r² = −4(AB − 1)² Ry*.   (35)

The correlation coefficient is therefore

C = 4(AB − 1)² = 0.248083,   (36)

and the strong-confinement energy is

E = E_g + π²/(2μR²) − 1.786/(ε_r R) − 0.248 Ry*.   (37)

In ordinary units the second and third terms are ħ²π²/(2μR²) and −1.786 e²/(4πεR). The near equality of C and AB − 1 has no physical content: 4t² equals t at t = 1/4, and AB − 1 happens to lie close to that value.

The value of a can be compared with what the exact wave function requires at contact. As r tends to zero, the kinetic operator acting on F contributes −F′/(μr), and the attraction contributes −F/(ε_r r). These singular terms must cancel, so F′/F = −μ/ε_r = −1/a_B. The single exponential has only about half this slope, because (34) is fixed by averages over the whole dot and not by the contact condition. This already shows that (36) cannot be the exact second-order coefficient.

**The exact second-order coefficient.** The trial energy is an upper bound at every λ, and it agrees with the exact energy at zeroth and first order. Its second-order term therefore cannot lie below the exact one. If the exact term is −K Ry*, then K ≥ C.

Second-order perturbation theory gives K. Expand the attraction in Legendre polynomials of the angle γ between the two position vectors:

1/r = Σ_l (q^l/g^(l+1)) P_l(cos γ),   (38)

where g and q are again the larger and smaller distances from the centre. Acting on the isotropic state Φ, the term l produces the angular function P_l(cos γ), in which each particle has angular momentum l and the total is zero. The integral of P_l² over both directions is 16π²/(2l + 1). The normalized function is thus √(2l + 1)P_l/(4π), and its matrix element of P_l with the isotropic function 1/(4π) is

[√(2l + 1)/(16π²)][16π²/(2l + 1)] = 1/√(2l + 1).   (39)

The excited radial functions of one particle, in scaled units, are u_ln(x) ∝ x j_l(z_ln x), normalized on the interval from 0 to 1. Here z_ln is the nth positive zero of the spherical Bessel function j_l, and the energy is z_ln²/(2mR²). Let M_nn′ be the radial integral for given l, with the electron in level n and the hole in level n′:

M_nn′ = ∫∫ u_ln(x)u_01(x) (q^l/g^(l+1)) u_ln′(y)u_01(y) dx dy.   (40)

The squared matrix element of the attraction is M_nn′²/[(2l + 1)ε_r²R²]. The excitation energy is [w_e(z_ln² − π²) + w_h(z_ln′² − π²)]/(2μR²). In their ratio R cancels, and the prefactor is 2μ/ε_r² = 4Ry*. Hence

K = 4 Σ M_nn′²/{(2l + 1)[w_e(z_ln² − π²) + w_h(z_ln′² − π²)]},   (41)

where the sum runs over l, n and n′ and leaves out the ground state itself. The mass shares now appear explicitly.

For numerical values it is efficient to return to (29). Put F = 1 + G with G of first order, and keep second-order terms. The exact second-order energy is the minimum over G of

½⟨|∇_eG|²/m_e + |∇_hG|²/m_h⟩ − (2/ε_r)⟨G(1/r − A/R)⟩.   (42)

The term with A comes from the normalization ⟨F²⟩ = 1 + 2⟨G⟩ + … . We take G as a combination of products r_e^(2i) r_h^(2j) r^k with 2i + 2j + k up to 8, do the averages by Gauss–Legendre quadrature, and solve the resulting linear equations. The estimates of K are

m_h/m_e = 1:   0.278,
m_h/m_e = 3:   0.300,
m_h/m_e = 9:   0.387,
m_h/m_e = 49:   0.968.   (43)

A finite set of functions approaches K from below. The sum (41), cut off at l = 8 and at 14 radial levels, also approaches from below, since every omitted term is positive. It gives 0.278 and 0.299 for the first two mass ratios. The one-parameter value 0.248 thus recovers about 89 per cent of the second-order energy for equal masses and about 83 per cent for a ratio of 3.

The equal-mass case is the most favourable one. With w_e = 1 − w_h, each term of (41) is the inverse of a positive linear function of w_h, and is therefore convex. Exchanging the masses leaves the whole sum unchanged, so K(w_h) = K(1 − w_h). Convexity then gives

K(½) ≤ ½[K(w_h) + K(1 − w_h)] = K(w_h).   (44)

**A heavy hole.** The growth in (43) has a simple origin. When w_h is small, the smallest denominators belong to states in which the electron remains in its ground level and only the hole is excited. These states have l = 0 and z_0n′ = n′π. Their contribution to K is

(4/w_h) Σ M_1n′²/[π²(n′² − 1)] = 0.0144/w_h,   n′ ≥ 2,   (45)

with the sum evaluated by quadrature up to n′ = 14. At m_h/m_e = 49 we have w_h = 0.02, and this contribution is 0.72 out of the total 0.97.

Physically, the hole moves in the average potential of the electron cloud. In scaled units the attraction at radius y has strength v(y) = P(y)/y + ∫p(x)/x dx, with x running from y to 1 and P the enclosed probability (13). Its slope is −P(y)/y², so the attraction is strongest at the centre. A heavy hole gives way easily and contracts towards the centre. A factor F(r) cannot describe this contraction independently of the electron's position, which is why C misses it.

For an infinitely heavy hole K diverges and the expansion fails, however small R/a_B may be, if the limit of infinite mass is taken first. A small λ is therefore not sufficient. The expansion is safe if, in addition, the first hole excitation with l = 0, of energy 3π²/(2m_hR²), is large compared with the Coulomb coupling, which is of order 1/(ε_r R). With a_h = ε_r/m_h this means

R/a_h ≪ 3π²/2,   (46)

up to a factor of order one. The right-hand side is about 15, so R may be comparable with a_h without violating the condition. The condition is a cautious one, because the matrix elements that excite the hole are smaller than the full coupling: by (45), |M_12| is at most 0.33, against A = 1.79.

**The 20 Å dot.** We return to the opening example, with E_g = 1.50 eV, m_e = 0.10, m_h = 0.30 and ε_r = 10. These are round model parameters and stand for no particular material. The reduced mass is 0.10 × 0.30/0.40 = 0.075, and (2) gives a_B = 70.56 Å and Ry* = 0.01020 eV. The coupling is λ = 20/70.56 = 0.2835. Since E_0 = π²Ry*/λ² and A/(ε_r R) = 2A Ry*/λ, equation (37) can be evaluated directly:

confinement:   π² × 0.01020/0.2835² = 1.253 eV,
attraction:   −2 × 1.786 × 0.01020/0.2835 = −0.129 eV,
correlation:   −0.248 × 0.01020 = −0.0025 eV.   (47)

The electron supplies the share w_e = 0.75 of the confinement energy, 0.940 eV, and the hole supplies 0.313 eV. With one more digit kept in the two larger terms, the total is

E = 1.5000 + 1.2534 − 0.1286 − 0.0025 = 2.6223 eV.   (48)

The attraction is about one tenth of the confinement energy, so the perturbative ordering holds. It is 12.6 times Ry*, in agreement with 2A/λ from (19). The hole length is a_h = w_h a_B = 17.6 Å. The dot is slightly larger than this, but R/a_h = 1.13 is still well below the limit in (46).

To see what the formula omits, we diagonalize the same model in the polynomial functions used for (42), with the constant function included. This gives a variational upper bound to the lowest energy. The formula lies above that bound by

R = 20 Å:   0.00066 eV,
R = 40 Å:   0.00079 eV,
R = 80 Å:   0.00109 eV.   (49)

Part of this excess is the missing second-order energy. For this mass ratio the second-order term is −0.00306 eV, while the formula has −0.00253 eV. The difference of 0.00053 eV does not depend on R. Subtracting it from (49) leaves 0.00013, 0.00026 and 0.00056 eV, which approximately doubles each time R doubles. This is the behaviour that (4) predicts for the third-order term.

At 20 Å the excess is about a quarter of the correlation term, but only 0.5 per cent of the first-order attraction. Because the reference energy is itself an upper bound, each excess is a lower limit on the error of the formula, and equals that error only to the extent that the polynomial basis is converged. With this proviso, the formula is much more reliable for the total energy than for the correlation energy by itself. At 80 Å, where λ = 1.13, the excess over the bound is about 11 per cent of Ry*. The expansion must nevertheless fail for large dots: as R grows, (37) tends to E_g − 0.248 Ry*, whereas the bulk exciton lies at E_g − Ry*.

These differences concern the model alone. In a real dot the wave functions leak through finite walls, which lowers the confinement energy. For walls 4 eV high and the same mass outside, the electron's 0.940 eV would become 0.70 eV. The bands are also not parabolic at energies comparable with the gap. The simple two-band relation E(1 + E/E_g) = π²/(2m_eR²), with E the electron's confinement energy, gives 0.65 eV instead of 0.940 eV even with hard walls. Either change is larger than the whole first-order attraction. A different permittivity outside adds surface polarization energies, which by dimensional analysis also scale as 1/R and so compete with the first-order attraction. Exchange and the mixing of several valence bands are absent as well. The value (48) agrees with the variational solution of the model to about a millielectronvolt, as (49) shows, but for a real dot of this size it can be wrong by several tenths of an electronvolt. The error grows if the mass outside is larger than inside: with walls 4 eV high, the free-electron mass outside, and the wave function and its radial derivative divided by the mass continuous at the wall, the electron and hole confinement energies fall from 0.940 and 0.313 eV to about 0.40 and 0.23 eV, a total change of about 0.6 eV.

Numbers in the example were calculated in double precision.
